# Depolarizing Field in a Square Lattice of Normal Dipoles

## Result and conventions

Identical point dipoles $p$ occupy an infinite square lattice of spacing $a$. All are parallel and normal to the plane. At each site, the other dipoles together produce the normal field

$$
E=-\frac{S\,p}{a^3},\qquad
S=\sum_{(m,n)\ne(0,0)}\frac{1}{(m^2+n^2)^{3/2}}=9.0336\ldots
$$

The minus sign means that the field opposes the dipoles: it is a depolarizing field.

Hartree atomic units are used, in which $4\pi\varepsilon_0=1$, so electrostatic formulas have the same form as in Gaussian units. In SI units the right-hand side acquires the factor $1/(4\pi\varepsilon_0)$. The dipoles are static, and a dipole's own field is excluded at its site. Higher multipoles, overlap of charge clouds and any substrate are neglected.

## The field of one neighbour

Let the normal direction be $z$, and let $\rho$ be the in-plane distance from a dipole at the origin. Its potential is $\phi=pz/r^3$, with $r^2=\rho^2+z^2$. Since $\partial r/\partial z=z/r$,

$$
E_z=-\frac{\partial\phi}{\partial z}
=-\frac{p}{r^3}+\frac{3pz^2}{r^5}
=p\,\frac{2z^2-\rho^2}{(\rho^2+z^2)^{5/2}} .
$$

In the plane, $z=0$ and $E_z=-p/\rho^3$. The component along $\rho$ is $3pz\rho/r^5$, which vanishes there. Each neighbour therefore contributes a purely normal field of the same sign. Summing over neighbours at distances $\rho=a\sqrt{m^2+n^2}$ gives the stated formula.

The sign depends on the orientation. If the dipoles instead lay in the plane along $x$, each neighbour would contribute $p(3x^2/r^2-1)/r^3$ along $x$. The square lattice treats $x$ and $y$ alike, so $x^2/r^2$ may be replaced by its average $1/2$ in the sum. The field would then be $+Sp/(2a^3)$, which supports the dipoles.

## How slowly the direct sum converges

The number of sites in a ring grows as $r\,dr$, while each term falls as $r^{-3}$. The sum converges absolutely, but its tail falls only as the inverse of the radius.

Take a square patch with $|m|,|n|\le N$. Each site represents a unit cell, so the patch has half-width $L=N+\tfrac12$ in units of $a$. Replacing the omitted sites by a continuum, and using eight equal angular sectors, gives

$$
\Delta S\simeq 8\int_0^{\pi/4}d\varphi\int_{L/\cos\varphi}^{\infty}\frac{r\,dr}{r^3}
=\frac8L\int_0^{\pi/4}\cos\varphi\,d\varphi
=\frac{4\sqrt2}{L}.
$$

The four nearest neighbours contribute 4 to $S$, or 44.3% of the total. The next four contribute $4/2^{3/2}=\sqrt2$ and raise the share to 59.9%. A patch with $N=10$ still gives only 8.4954. Adding the estimated tail, 0.5387, brings this to 9.0341, close to the limit. The depolarizing field is thus not a nearest-neighbour effect.

## A rapidly convergent form

**Gaussian representation.** For $R>0$, the gamma-function integral gives

$$
\int_0^\infty \sqrt t\,e^{-\pi R^2t}\,dt
=\frac{\Gamma(3/2)}{(\pi R^2)^{3/2}}
=\frac{\sqrt\pi/2}{\pi^{3/2}R^3}
=\frac{1}{2\pi R^3}.
$$

Put $R^2=m^2+n^2$ and define $\theta(t)=\sum_{n=-\infty}^{\infty}e^{-\pi n^2t}$. The double sum of Gaussians is $\theta(t)^2$, from which the origin's term, 1, must be removed. All terms are positive, so sum and integral may be interchanged:

$$
S=2\pi\int_0^\infty\sqrt t\,[\theta(t)^2-1]\,dt .
$$

For large $t$ the bracket is exponentially small. For small $t$ many terms contribute, and another form of $\theta$ is needed.

**Poisson identity.** The function $f(x)=\sum_n e^{-\pi(x+n)^2/t}$ has period 1. Its Fourier coefficient is an integral over one period of a sum of shifted Gaussians, which equals the integral of one Gaussian over the whole line:

$$
c_k=\int_{-\infty}^{\infty}e^{-\pi x^2/t-2\pi ikx}\,dx
=e^{-\pi k^2t}\int_{-\infty}^{\infty}e^{-\pi(x+ikt)^2/t}\,dx
=\sqrt t\,e^{-\pi k^2t}.
$$

The second step completes the square. In the last, the integration line is shifted back to the real axis, which is allowed because the Gaussian has no singularities and vanishes at the far ends. Setting $x=0$ in $f(x)=\sum_kc_ke^{2\pi ikx}$ gives

$$
\theta(1/t)=\sqrt t\,\theta(t).
$$

**Folding the lower interval.** Split the integral for $S$ at $t=1$. In the lower part set $t=1/u$, so that $\sqrt t\,dt$ becomes $u^{-5/2}du$ after the limits are reversed. Then

$$
\begin{aligned}
\int_0^1\sqrt t\,[\theta(t)^2-1]dt
&=\int_1^\infty u^{-5/2}[u\,\theta(u)^2-1]du\\
&=\int_1^\infty u^{-3/2}[\theta(u)^2-1]du
+\int_1^\infty(u^{-3/2}-u^{-5/2})du .
\end{aligned}
$$

The last integral is $2-\tfrac23=\tfrac43$. Restoring the factor $2\pi$ and expanding $\theta^2-1$ gives

$$
S=\frac{8\pi}{3}+2\pi\sum_{(m,n)\ne(0,0)}J\big(\pi(m^2+n^2)\big),
$$

$$
J(c)=\int_1^\infty(t^{1/2}+t^{-3/2})e^{-ct}\,dt .
$$

**Evaluating $J$.** The substitution $t=v^2/c$ first gives

$$
K(c)=\int_1^\infty t^{-1/2}e^{-ct}dt
=\frac{2}{\sqrt c}\int_{\sqrt c}^{\infty}e^{-v^2}dv
=\sqrt{\frac{\pi}{c}}\,\mathrm{erfc}(\sqrt c).
$$

Integration by parts reduces both pieces of $J$ to $K$:

$$
\int_1^\infty t^{1/2}e^{-ct}dt=\frac{e^{-c}}c+\frac{K(c)}{2c},\qquad
\int_1^\infty t^{-3/2}e^{-ct}dt=2e^{-c}-2cK(c).
$$

Therefore

$$
J(c)=\frac{e^{-c}}c+\frac{\sqrt\pi\,\mathrm{erfc}(\sqrt c)}{2c^{3/2}}
+2e^{-c}-2\sqrt{\pi c}\,\mathrm{erfc}(\sqrt c).
$$

The constant is $8\pi/3=8.37758$. The four sites at distance $a$ add 0.64184, and the four at $\sqrt2a$ add 0.01418. The total is then 9.03361. Further shells bring it to 9.03362. A direct sum of the Coulomb fields of closely spaced charge pairs, with the tail correction, also gives 9.03362.

## Dependence on areal density

The areal density is $n_s=1/a^2$, so $a^{-3}=n_s^{3/2}$ and

$$
E=-S\,p\,n_s^{3/2}.
$$

At fixed $p$, doubling the areal density multiplies the field by $2^{3/2}$. One factor $n_s$ counts the dipoles; the remaining $n_s^{1/2}$ reflects their shorter distances.

A smooth dipole sheet makes this scaling visible. Remove a disc of radius $b$ around the observation point. The rest of the sheet produces

$$
E=-p\,n_s\int_b^\infty\frac{2\pi r\,dr}{r^3}
=-\frac{2\pi p\,n_s}{b}.
$$

The result diverges as $b\to0$, so a smooth sheet alone does not determine the local field. The exclusion of the central site matters. Equating this expression to $-Sp/a^3$, with $n_s=1/a^2$, gives $b=2\pi a/S=0.696a$. This radius is proportional to $a=n_s^{-1/2}$, so the factor $1/b$ supplies the remaining $n_s^{1/2}$.

A disc with the area of one cell would have $b=a/\sqrt\pi=0.564a$. It would replace $S$ by 11.14, which is 23% too large relative to the lattice sum.

## Polarizable sites in an applied field

Let each site have a linear polarizability $\alpha>0$ along the normal, and let $E_0$ be the uniform external normal field. It is the field that would be present without the layer. The local field polarizes each site, so a uniform solution satisfies

$$
p=\alpha\left(E_0-\frac{Sp}{a^3}\right).
$$

Collecting the terms in $p$ yields

$$
p=\frac{\alpha E_0}{1+S\alpha/a^3}.
$$

This is the unique bounded solution if $S\alpha/a^3<1$. To see this, let $\delta_i$ be the difference between two solutions and let $M$ be the least upper bound of $|\delta_i|$. The external field cancels, leaving $|\delta_i|\le(S\alpha/a^3)M$ at every site. Hence $M\le(S\alpha/a^3)M$, which requires $M=0$.

For wide spacing, expansion gives $p\simeq\alpha E_0(1-S\alpha/a^3)$: the first correction is the field of unscreened neighbours. The full denominator includes the fact that those neighbours are themselves weakened.

The dipole per area is

$$
\Pi=n_sp=\frac{n_s\alpha E_0}{1+S\alpha n_s^{3/2}}.
$$

Write $y=S\alpha n_s^{3/2}$. Since $n_s\,dy/dn_s=\tfrac32y$,

$$
\frac{d\Pi}{dn_s}=\alpha E_0\,\frac{1+y-\tfrac32y}{(1+y)^2}
=\alpha E_0\,\frac{1-y/2}{(1+y)^2}.
$$

Within the range $y<1$, closer packing increases the dipole per area even though it lowers each dipole. The formula should not be extended to arbitrarily small $a$: once the charge clouds are comparable in size with the spacing, the point-dipole model fails.

## From one layer to a film

**Field above a layer.** Consider a plane of these dipoles at $z=0$. Its dipole density is periodic, and each in-plane Fourier coefficient equals $p/a^2$. The charge density of an upward dipole sheet of strength $\tau$ is $-\tau\,\delta'(z)$. Poisson's equation for wavevector $\mathbf G$, with $G=|\mathbf G|$, is therefore

$$
\phi_G''-G^2\phi_G=4\pi\frac{p}{a^2}\delta'(z).
$$

The potential jumps by $4\pi p/a^2$ at the plane, is odd in $z$, and must not grow away from it. For $z>0$ this gives $\phi_G=(2\pi p/a^2)e^{-Gz}$. The $G=0$ part is constant on each side and produces no field there. Differentiating the other parts gives, directly above a site at $z=ja$,

$$
E_z=+\frac{F_jp}{a^3},\qquad
F_j=2\pi\sum_{(m,n)\ne(0,0)}g\,e^{-gj},\qquad
g=2\pi\sqrt{m^2+n^2}.
$$

Because $\phi$ is odd, $E_z$ is even, and the same value holds below the plane. Numerically, $F_1=0.3275$ and $F_2=0.00056$. The dipole directly below the first point would alone contribute 2 in these units; the rest of its plane cancels most of that field.

**Interior of a simple cubic film.** Stack such planes at spacing $a$, with all dipoles equal. Far from both faces, the field at a site is

$$
E_{\rm dip}=-\frac p{a^3}\left(S-2\sum_{j=1}^\infty F_j\right).
$$

The Lorentz construction gives the same field independently. Draw a sphere around the site, large compared with $a$ but small compared with the film thickness. The dipoles inside contribute $\sum p(3z^2-r^2)/r^5$. Cubic symmetry makes the sums with $x^2$, $y^2$ and $z^2$ equal, so this contribution vanishes.

The distant dipoles outside the sphere can be replaced by a uniform polarization $P=p/a^3$, with an error that vanishes as the sphere grows. The film faces carry surface charges $\pm P$ and contribute $-4\pi P$. On the spherical surface the normal pointing out of the polarized material points towards the centre, so the surface charge is $-P\cos\vartheta$. A charge at angle $\vartheta$ acts at the centre with the directional factor $-\cos\vartheta$. The sphere thus contributes

$$
P\int\cos^2\vartheta\,d\Omega
=2\pi P\int_{-1}^{1}w^2\,dw=\frac{4\pi}{3}P .
$$

The total is $-8\pi P/3$, and hence

$$
S-2\sum_{j=1}^{\infty}F_j=\frac{8\pi}{3}.
$$

Numerically, the other planes contribute 0.65604, and $9.03362-0.65604=8.37758$. Comparison with the rapidly convergent form shows that its terms beyond $8\pi/3$ add up to the coupling to all other planes. A single layer and a film interior therefore have similar site fields, differing by 0.656 out of 9.034, or about 7% at equal $p$.

**Link to the permittivity.** An interior dipole satisfies

$$
p=\frac{\alpha E_0}{1+8\pi x/3},\qquad x=\frac{\alpha}{a^3}.
$$

The macroscopic field in the film is $E_0-4\pi P$, and its permittivity is

$$
\varepsilon=\frac{E_0}{E_0-4\pi P}
=\frac{1+8\pi x/3}{1-4\pi x/3}.
$$

Subtracting 1 and adding 2 give numerators $4\pi x$ and 3 over the same denominator. Their ratio is the Clausius–Mossotti relation,

$$
\frac{\varepsilon-1}{\varepsilon+2}=\frac{4\pi}{3}\frac{\alpha}{a^3}.
$$

Here $1/a^3$ is the volume density of sites. In this model, lowering that density at fixed $\alpha$ lowers $\varepsilon$. The formula assumes equal dipoles, and this assumption fails before the denominator vanishes at $x=3/(4\pi)=0.239$. Normal dipoles that alternate in sign like a checkerboard within each plane, and are equal along each column, produce a supporting field of about $5.35\,p/a^3$ at each site. Such a pattern sustains itself at $x\approx0.187$, so the uniform solution applies only below that value. The relation describes the film interior; a single layer requires $S$ instead.

## Worked example

Take the model values $\alpha=10$ bohr$^3$, $a=6$ bohr and $E_0=0.001$ atomic units of field, or 0.514 V/nm. Then

$$
\frac{\alpha}{a^3}=\frac{10}{216}=0.0463,\qquad
\frac{S\alpha}{a^3}=9.0336\times0.0463=0.418 .
$$

The uniqueness condition is satisfied. An isolated site would have $p=\alpha E_0=0.0100\,e$ bohr. In the layer,

$$
p=\frac{0.0100}{1.418}=0.00705\ e\,\text{bohr},
$$

$$
E=-\frac{9.0336\times0.00705}{216}
=-2.95\times10^{-4}\ \text{a.u.}=-0.152\ \text{V/nm}.
$$

The neighbours cancel about 29% of the applied field. The remaining local field is $7.05\times10^{-4}$ a.u.; multiplied by $\alpha$, it returns the same dipole.

**Finite patches.** Mutually polarizing dipoles in a square patch give a central dipole of 0.007154 $e$ bohr for $N=12$ and 0.007102 for $N=25$. Both exceed the infinite-layer value because distant opposing neighbours are missing. The leading tail falls as $1/L$, so the two values can be extrapolated:

$$
p_\infty\simeq\frac{25.5\times0.007102-12.5\times0.007154}{25.5-12.5}
=0.00705\ e\,\text{bohr}.
$$

This agrees with the infinite-layer formula. The extrapolation neglects smaller corrections from the altered dipoles near the edges.

**Film.** In the interior of a thick film the dipole is $0.0100/(1+8.378\times0.0463)=0.00721\,e$ bohr. The other planes support it slightly. In a stack of 21 infinite planes, the middle dipole has this value, while a surface dipole is 0.00713 $e$ bohr. The latter lies between the single-layer and interior values because a surface plane has one adjacent plane instead of two.

**Changing the density.** At fixed $\alpha$ and $E_0$, the single layer gives:

| $a$ (bohr) | $p/(\alpha E_0)$ | $\Pi$ ($10^{-4}\,e$/bohr) |
|---:|---:|---:|
| 6 | 0.705 | 1.96 |
| 8 | 0.850 | 1.33 |
| 10 | 0.917 | 0.917 |

Going from $a=10$ to 6 bohr raises the areal density by a factor of 2.78, but the dipole per area by only 2.14. The difference is the stronger mutual depolarization. Further digits are in the numerical output; they characterize this point-dipole model, not the accuracy expected for a material.

## Table of computed values

```
S, fast sum (dimensionless): 9.03362168
S, direct charge-pair sum (dimensionless): 9.03362
Constant 8 pi/3 (dimensionless): 8.37758041
Shell r^2=1 a^2: sites 4, term 0.64184420, total 9.01942461
Shell r^2=2 a^2: sites 4, term 0.01418262, total 9.03360723
Shell r^2=4 a^2: sites 4, term 0.00001352, total 9.03362074
Shell r^2=5 a^2: sites 8, term 0.00000094, total 9.03362168
Direct sum, 4 neighbours: 4.0000, share 44.3 %
Direct sum, 8 neighbours: 5.4142, share 59.9 %
Patch N=10, raw sum: 8.4954
Patch N=10, estimated omitted part: 0.5387
Patch N=10, corrected sum: 9.0341
Effective hole radius b/a: 0.6955
Equal-area hole radius b/a: 0.5642
Equal-area hole estimate of S: 11.1367
F_1, fast sum (dimensionless): 0.327465
F_1, direct charge-pair sum (dimensionless): 0.32747
F_2 (dimensionless): 0.000555
Twice the sum of all F_j (dimensionless): 0.65604127
S minus other planes (dimensionless): 8.37758041
alpha: 10.0 bohr^3
a: 6.0 bohr
E0: 0.0010 a.u. = 0.5142 V/nm
alpha/a^3 (dimensionless): 0.046296
S alpha/a^3 (dimensionless): 0.41822
Isolated dipole: 0.010000 e bohr
Layer dipole: 0.007051 e bohr
Layer dipole, extrapolated clusters: 0.007052 e bohr
Centre dipole, N=12 patch: 0.007154 e bohr
Centre dipole, N=25 patch: 0.007102 e bohr
Field of neighbours: -0.0002949 a.u. = -0.1516 V/nm
Local field: 0.0007051 a.u.
Thick-film interior dipole: 0.007205 e bohr
Stack of 21 planes, middle dipole: 0.007205 e bohr
Stack of 21 planes, surface dipole: 0.007128 e bohr
a=6 bohr: density 0.027778 bohr^-2, p/p_isolated 0.7051
a=6 bohr: dipole per area 1.9586e-04 e/bohr
a=8 bohr: density 0.015625 bohr^-2, p/p_isolated 0.8500
a=8 bohr: dipole per area 1.3282e-04 e/bohr
a=10 bohr: density 0.010000 bohr^-2, p/p_isolated 0.9171
a=10 bohr: dipole per area 9.1715e-05 e/bohr
```
